# Choosing the cell and splitting parameter for the Martyna–Tuckerman screening kernel, part 1

(Sections cited here and not found follow in the second part.)

In the smeared Hartree–Fock model of LiH defined below, all but \(10^{-3}\) of an electron lies between planes 7.23 Å apart, so the molecule fits in a cube of side 8 Å. With the ordinary periodic Coulomb kernel, the self-repulsion of its four electrons in that cube is wrong by \(-39.4\) eV. The Martyna–Tuckerman correction for isolated systems cuts the error to \(+8.4\times10^{-3}\) eV but does not remove it, and in a 16 Å cube it falls to \(4\times10^{-7}\) eV. A cell that holds the density in this sense is therefore not yet large enough for an accuracy of \(10^{-3}\) eV. The reason lies in the pair interaction that the corrected kernel represents. The splitting parameter has no visible effect on the energy as long as it lies in a window set by the cell and the grid. Apart from the grid-free and larger-basis values quoted for comparison in the LiH section, all figures are taken from the numerical output at the end or follow from it by the arithmetic shown.

## What the setting computes

The algebra is in atomic units; numbers follow by multiplying inverse lengths in Å\(^{-1}\) by \(e^2/4\pi\epsilon_0=14.39965\) eV Å. The cell is orthorhombic, with sides \(L_i\), volume \(\Omega\), lattice vectors \(\mathbf R\) and reciprocal vectors \(\mathbf G\). The density \(\rho\) is that of one isolated system and is held fixed, and \(\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r\). The box \(|s_i|\le L_i/2\) is \(W\), and \(\mathbf s_{\rm MI}\), the minimum image, is \(\mathbf s\) shifted into \(W\) by a lattice vector.

With \(\mathbf r'=\mathbf r+\mathbf s\), the isolated energy is
\[
E_{\rm iso}=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}=\frac12\int\frac{C(\mathbf s)}{|\mathbf s|}\,d^3s,\qquad C(\mathbf s)=\int\rho(\mathbf r)\rho(\mathbf r+\mathbf s)\,d^3r .
\]
A plane-wave calculation evaluates a sum over \(\mathbf G\), which implies a periodic kernel \(k(\mathbf s)=\Omega^{-1}\sum_{\mathbf G}\bar k(\mathbf G)e^{i\mathbf G\cdot\mathbf s}\) with \(\bar k=\int_W k\,e^{-i\mathbf G\cdot\mathbf s}d^3s\). Writing \(e^{i\mathbf G\cdot\mathbf s}=e^{i\mathbf G\cdot(\mathbf r+\mathbf s)}e^{-i\mathbf G\cdot\mathbf r}\) factorizes the integral, \(\int C\,e^{i\mathbf G\cdot\mathbf s}d^3s=\rho(\mathbf G)^*\rho(\mathbf G)\), so
\[
\frac1{2\Omega}\sum_{\mathbf G}|\rho(\mathbf G)|^2\,\bar k(\mathbf G)=\frac12\int C(\mathbf s)\,k(\mathbf s)\,d^3s ,\tag{1}
\]
with the right side over all space. A translation of \(\rho\) changes \(\rho(\mathbf G)\) by a phase, so the energy does not depend on where the system sits in the cell.

A periodic function can equal \(1/|\mathbf s|\) throughout \(W\), which then fixes it everywhere as \(k=1/|\mathbf s_{\rm MI}|\). This is the target kernel of the method.

## The cell size

Subtracting \(E_{\rm iso}\) from (1), and using \(\mathbf s_{\rm MI}=\mathbf s\) inside \(W\),
\[
\Delta E=\frac12\int_{\mathbf s\notin W}C(\mathbf s)\left[\frac1{|\mathbf s_{\rm MI}|}-\frac1{|\mathbf s|}\right]d^3s .\tag{2}
\]
Let \(D_i\) be the width of the support of \(\rho\) along axis \(i\). \(C(\mathbf s)\) needs charge at both \(\mathbf r\) and \(\mathbf r+\mathbf s\), so it vanishes when any \(|s_i|>D_i\). The separations run from \(-D_i\) to \(+D_i\), and this interval of length \(2D_i\) has to fit in the cell. If \(L_i\ge2D_i\) on all three axes, \(C=0\) outside \(W\) and \(\Delta E=0\) for any \(\rho\).

The converse needs a condition. Folding never lengthens a component of \(\mathbf s\) and strictly shortens one with \(|s_i|>L_i/2\), so the bracket in (2) is positive outside \(W\). Let \(\rho\) be continuous and of one sign, so \(C\ge0\), and let \(L_x<2D_x\). There are then two points with nonzero density whose \(x\) coordinates differ by more than \(L_x/2\); by continuity \(C>0\) in a neighbourhood of their separation, and \(\Delta E>0\). For one-signed densities \(L_i\ge2D_i\) is necessary and sufficient, and a smaller cell overestimates the energy. For a density with both signs \(C\) can take both signs, and the error can then be negative or pass through zero, so in general the condition is sufficient without being necessary. The argument uses component-wise folding and is not extended here to skewed cells.

The potential \(V(\mathbf r)=\int\rho(\mathbf r')k(\mathbf r-\mathbf r')d^3r'\) is guaranteed at points with \(\mathbf r-\mathbf r'\in W\) for every charged \(\mathbf r'\). When \(L_i\ge 2D_i\) this covers the support of \(\rho\), but not the whole cell: along axis \(i\) the point must lie within \(L_i/2\) of both edges of the support, which leaves an interval of width \(L_i-D_i\) centred on it.

## Building the kernel

The singularity of \(1/|\mathbf s_{\rm MI}|\) at the origin cannot be sampled on a grid, so the kernel is split as \(1/r=\operatorname{erf}(ar)/r+\operatorname{erfc}(ar)/r\).

The first piece, \(f(r)=\operatorname{erf}(ar)/r\), is the potential of the unit Gaussian \((a^3/\pi^{3/2})e^{-a^2r^2}\). Indeed \(-f'(r)=Q(r)/r^2\) with \(Q=\operatorname{erf}(ar)-(2ar/\sqrt\pi)e^{-a^2r^2}\), and \(Q'=4\pi r^2(a^3/\pi^{3/2})e^{-a^2r^2}\) with \(Q(0)=0\), which is Gauss's law. That Gaussian has variance \(1/2a^2\) per axis and transform \(e^{-G^2/4a^2}\). Poisson's equation \(G^2\tilde f=4\pi\tilde\rho\) gives \(\tilde f=4\pi e^{-G^2/4a^2}/G^2\), and subtracting from \(4\pi/G^2\) gives the transform of the erfc piece,
\[
\tilde g(G)=\frac{4\pi}{G^2}\left(1-e^{-G^2/4a^2}\right)\;\to\;\frac{4\pi}{G^2}\cdot\frac{G^2}{4a^2}=\frac{\pi}{a^2}\quad(G\to0).
\]
Both forms were tested against radial quadrature. The method takes \(\tilde g\) analytically and takes \(f(|\mathbf s_{\rm MI}|)\), which is finite at the origin with \(f(0)=2a/\sqrt\pi\), by FFT. With \(\bar f\) the cell transform, regrouping \(\bar k=\bar f+\tilde g\) around the ordinary kernel gives
\[
E_{\rm MT}=\frac1{2\Omega}\sum_{\mathbf G}|\rho(\mathbf G)|^2\left[\frac{4\pi}{G^2}\Big|_{\mathbf G\ne0}+\phi_{\rm scr}(\mathbf G)\right],
\]
\[
\phi_{\rm scr}(\mathbf G)=\bar f(\mathbf G)-\frac{4\pi}{G^2}e^{-G^2/4a^2},\qquad \phi_{\rm scr}(0)=\bar f(0)+\frac{\pi}{a^2}.
\]
At \(\mathbf G=0\) the ordinary term is absent, so all of \(\bar f(0)+\tilde g(0)\) goes into \(\phi_{\rm scr}(0)\), which fixes the plus sign. This term multiplies the square of the net charge \(q\). The construction, done once per cell and grid, has four steps.

1. On the grid of step \(h=L/N\), take integer indices \(-N/2,\dots,N/2-1\) per axis for even \(N\), or \(-(N-1)/2,\dots,(N-1)/2\) for odd \(N\), so that the points \(\mathbf s_j\) are already minimum images.
2. Sample \(f(|\mathbf s_j|)\), with \(2a/\sqrt\pi\) at the origin.
3. Form \(F(\mathbf G)=h^3\sum_jf(\mathbf s_j)e^{-i\mathbf G\cdot\mathbf s_j}\), real because \(f\) is even, and use it for \(\bar f\).
4. Subtract \(4\pi e^{-G^2/4a^2}/G^2\) for \(\mathbf G\neq0\), and add \(\pi/a^2\) at \(\mathbf G=0\).

## The splitting parameter

**Small \(a\).** Unfolding the cell integral over the lattice shows that the periodic function with coefficients \(\tilde g(\mathbf G)\) is \(\sum_{\mathbf R}g(\mathbf s+\mathbf R)\), with \(g=\operatorname{erfc}(ar)/r\). One term completes \(1/|\mathbf s_{\rm MI}|\), and the others are spurious image interactions. For \(\mathbf s\in W\) they act at distances of at least \(L_{\min}/2\), so each is bounded by \(\operatorname{erfc}(aL_{\min}/2)/(L_{\min}/2)\).

For one Gaussian charge \(q\) of variance \(\sigma^2\) per axis the error has a closed form. \(C\) is \(q^2\) times a Gaussian of variance \(2\sigma^2\), and \(1/r\) convolved with a Gaussian of variance \(v\) is \(\operatorname{erf}(r/\sqrt{2v})/r\) by the result above. Convolving \(1/r\) with \(C\) gives \(\operatorname{erf}(r/2\sigma)/r\), whose value at the origin yields \(E_{\rm iso}=q^2/(2\sigma\sqrt\pi)\). Convolving \(f\) adds variances, \(1/2b^2=1/2a^2+2\sigma^2\), and gives \(\operatorname{erf}(br)/r\). Since \(g=1/r-f\),
\[
\delta E_{\rm img}=\frac{q^2}2\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(bR)-\operatorname{erfc}(R/2\sigma)}{R},\qquad\frac1{b^2}=\frac1{a^2}+4\sigma^2 .
\]
For \(q=1\), \(\sigma=0.4\) Å, \(L=8\) Å and \(h=0.125\) Å, \(E_{\rm iso}=14.39965/(0.8\sqrt\pi)=10.1552\) eV. At \(a=0.375\) Å\(^{-1}\), \(1/b^2=7.111+0.64\), so \(b=0.3592\) Å\(^{-1}\), and both the FFT error and the image sum are \(2.6087\times10^{-4}\) eV.

**Large \(a\).** Insert \(f=\Omega^{-1}\sum_{\mathbf G'}\bar f(\mathbf G')e^{i\mathbf G'\cdot\mathbf s}\) into \(F\). The sum \(h^3\sum_je^{i(\mathbf G'-\mathbf G)\cdot\mathbf s_j}\) equals \(\Omega\) when \(\mathbf G'-\mathbf G=\mathbf K=2\pi\mathbf n/h\) with integer \(\mathbf n\), and zero otherwise, so \(F(\mathbf G)=\sum_{\mathbf K}\bar f(\mathbf G+\mathbf K)\). The numbers \(\bar f(\mathbf G+\mathbf K)\) are the coefficients of the periodic function \(fe^{-i\mathbf K\cdot\mathbf s}\). If the grid resolves \(\rho\), so that the sum over grid \(\mathbf G\) may be extended to all \(\mathbf G\), and \(C=0\) outside \(W\), then (1) gives
\[
\delta E_{\rm alias}=\frac12\sum_{\mathbf K\neq0}\int C(\mathbf s)\,\frac{\operatorname{erf}(as)}{s}\,e^{-i\mathbf K\cdot\mathbf s}\,d^3s .\tag{3}
\]
For the Gaussian charge, Parseval's theorem turns each term into an integral of \(e^{-\sigma^2k^2}\tilde f(\mathbf k+\mathbf K)\), with exponent \(\sigma^2k^2+|\mathbf k+\mathbf K|^2/4a^2\). Setting \(\mathbf k=-t\mathbf K\) and differentiating gives \(\sigma^2t=(1-t)/4a^2\), so \(t=1/(1+4a^2\sigma^2)\) and \(1-t=4a^2\sigma^2t\). The minimum is \(K^2\sigma^2t^2(1+4a^2\sigma^2)=K^2/(4a^2+\sigma^{-2})\). At \(a=12\) Å\(^{-1}\), with \(K=2\pi/0.125\) Å\(^{-1}\), the exponent is \(2527/(576+6.25)=4.3\), and the FFT error and the quadrature of (3) are both \(1.0026\times10^{-3}\) eV. At \(a=1\) Å\(^{-1}\) the exponent is about 250 and the total error is \(2.5\times10^{-13}\) eV.

**The window.** Ask for exponentials no larger than \(e^{-X}\), ignoring prefactors. Since \(\operatorname{erfc}(x)\le e^{-x^2}\), the image bound is met by \(aL\ge2\sqrt X\). Let the grid just resolve the Gaussian, \(\sigma^2(\pi/h)^2=X\). The aliasing condition \(4\pi^2/(4a^2h^2+\pi^2/X)\ge X\) becomes \(4a^2h^2X\le3\pi^2\). Hence
\[
\frac{2\sqrt X}{L}\le a\le\frac{\sqrt3\,\pi}{2\sqrt X\,h},
\]
which is open when \(N\ge4X/(\sqrt3\pi)\). For \(X=16\) this reads \(aL\ge8\) and \(N\ge12\). This condition concerns \(a\) alone. The cell must also hold \(C\propto e^{-s^2/4\sigma^2}\), and asking for \(e^{-X}\) at \(s=L/2\) gives \(L\ge4\sigma\sqrt X\), that is \(N\ge4X/\pi\), or 21 points for \(X=16\). A cell that meets this stricter condition always leaves the window for \(a\) open. In an elongated cell the shortest side sets the lower limit on \(a\).

## The kink on the cell faces

The function \(f(|\mathbf s_{\rm MI}|)\) has a discontinuous normal derivative on the faces of \(W\), and this limits the accuracy of the kernel itself.

For a cube with negligible erfc at the faces, \(\phi_{\rm scr}(0)=\int_Wf+\int g=\int_Wd^3r/r\), independent of \(a\). Since \(\nabla\cdot\hat{\mathbf r}=2/r\) and \(\hat{\mathbf r}\cdot\hat{\mathbf n}=c/r\) on a face at distance \(c=L/2\), the integral is \(\tfrac12\cdot6\,c\int_{\rm face}du\,dv/r\), with \(r^2=c^2+u^2+v^2\). The function \(P=u\ln(v+r)+v\ln(u+r)-c\arctan(uv/cr)\) has \(\partial_u\partial_vP=1/r\). For \(L=1\), \(P(\frac12,\frac12)=\ln\frac{1+\sqrt3}2-\frac\pi{12}\), \(P(\frac12,0)=P(0,\frac12)=\frac12\ln\frac1{\sqrt2}\) and \(P(0,0)=0\), so a quadrant gives \(\ln\frac{1+\sqrt3}{\sqrt2}-\frac{\pi}{12}=\frac12\ln(2+\sqrt3)-\frac\pi{12}\). Multiplying by \(4\cdot3\cdot\frac12=6\),
\[
\phi_{\rm scr}(0)=L^2\left[3\ln(2+\sqrt3)-\pi/2\right]=2.3800774\,L^2 .
\]
For even \(N\) the grid sum is the trapezoidal rule across the cell, and the Euler–Maclaurin formula gives its leading error per axis as \(h^2/12\) times the difference of end slopes. Summed over axes this is \((h^2/12)\oint\partial_nf\,dA=(h^2/12)(-4\pi)=-\pi h^2/3\), by Gauss's law for the enclosed unit charge. At \(N=32\) the FFT gives 2.3790551 for both \(aL=8\) and \(aL=12\), low by \(1.022\times10^{-3}\), which is 0.9997 of the predicted amount. The agreement between the two values of \(a\) confirms the sign of \(\pi/a^2\).

Along an axis, let \(A(x)=\int f\,dy\,dz\) over the cell section and \(G=2\pi n/L\). Each face carries one sixth of the flux, so \(A'\) jumps from \(-4\pi/6\) to \(+4\pi/6\) at \(x=L/2\). Then \(A''\) has three parts. The term \(\int\nabla^2f\,dy\,dz\) has transform \(-4\pi e^{-G^2/4a^2}\). The jump gives \((4\pi/3)\delta(x-L/2)\), with transform \((4\pi/3)(-1)^n\). The flux through the side faces is continuous in \(x\) with a kink, so its transform is \(O(G^{-2})\). Dividing by \(-G^2\) and removing the Gaussian term leaves \(\phi_{\rm scr}\simeq-(4\pi/3)(-1)^n/G^2\) at large \(n\). The aliases along the axis share the sign \((-1)^n\) for even \(N\), and the partial-fraction identity \(\sum_m(G+2\pi m/h)^{-2}=(h/2)^2/\sin^2(Gh/2)\) sums them. For \(N=64\), \(n=16\) this gives \(-(4\pi/3)(1/128)^2/0.5=-5.113\times10^{-4}L^2\), against \(-5.110\times10^{-4}L^2\) from the FFT.

These \(O(h^2)\) kernel errors do not reach the energy when \(C\) vanishes at the faces. For grid charges \(q_i\) with \(Q(\mathbf G)=\sum_iq_ie^{-i\mathbf G\cdot\mathbf r_i}\), inserting the definitions and using \(\sum_{\mathbf G}e^{i\mathbf G\cdot(\mathbf r_j-\mathbf r_i-\mathbf s_l)}=\Omega/h^3\) when \(\mathbf s_l=(\mathbf r_j-\mathbf r_i)_{\rm MI}\), and zero otherwise, gives
\[
\frac1{2\Omega}\sum_{\mathbf G}|Q(\mathbf G)|^2F(\mathbf G)=\frac12\sum_{ij}q_iq_j\,f\big(|(\mathbf r_j-\mathbf r_i)_{\rm MI}|\big).
\]
The samples of \(f\) at the faces enter with the weight of pairs separated by \(L/2\). The single Gaussian above, accurate to \(2.5\times10^{-13}\) eV at \(N=64\), shows this. The identity requires \(F\) on every \(\mathbf G\) where \(\rho(\mathbf G)\) is not negligible, so the slowly decaying alternating tail of \(\phi_{\rm scr}\) belongs to the kernel and should be kept.

The corrected kernel gives the exact isolated energy when each cell side is at least twice the width of the density, and the splitting parameter has no visible effect within a window set by the cell and the grid. It remains to test how sharp this factor of two is, including for densities with tails, and to compare the corrected and uncorrected kernels for LiH.
